# Kinetic matrix elements of spherical waves truncated at a node: verification in Python

```python
# Result under test: a spherical wave chi = N j_l(q r) Y_lm cut at a node r = a has
#   Laplacian chi = -q^2 chi - g delta(r-a) Y_lm,   g = N q j_l'(q a),
# so the kinetic element of functions i (at the origin) and j (at R on the z axis) is
#   T = (1/2) int grad chi_i . grad chi_j = q_j^2 S/2 + B_j = q_i^2 S/2 + B_i,
# S = overlap, B_j = (1/2) g_j a_j^2 * (integral of chi_i Y_j over the directions of sphere j).
# Atomic units: lengths in bohr, energies in hartree. n counts the nodes of j_l.
import numpy as np
from scipy.special import spherical_jn
from scipy.optimize import brentq
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
GX, GW = np.polynomial.legendre.leggauss(48)


def gauss(lo, hi):
    return 0.5 * (hi - lo) * GX + 0.5 * (hi + lo), 0.5 * (hi - lo) * GW


def theta(l, m, c, s):
    """Spherical harmonic without its factor exp(i m phi); c, s = cos, sin of polar angle."""
    if (l, m) == (0, 0):
        return np.sqrt(1 / (4 * np.pi)) + 0 * c
    if (l, m) == (1, 0):
        return np.sqrt(3 / (4 * np.pi)) * c
    if (l, m) == (1, 1):
        return -np.sqrt(3 / (8 * np.pi)) * s
    if (l, m) == (2, 0):
        return np.sqrt(5 / (16 * np.pi)) * (3 * c * c - 1)
    if (l, m) == (2, 1):
        return -np.sqrt(15 / (8 * np.pi)) * s * c
    raise ValueError("harmonic not provided")


class Wave:
    """Truncated spherical wave, normalised by radial quadrature."""

    def __init__(self, l, n, a):
        self.l, self.n, self.a = l, n, a
        grid = np.arange(0.5, 30.0, 0.1)
        val = spherical_jn(l, grid)
        k = np.where(val[:-1] * val[1:] < 0)[0][n - 1]
        node = brentq(lambda x: spherical_jn(l, x), grid[k], grid[k + 1], xtol=1e-14)
        self.q = node / a
        r, w = gauss(0, a)
        self.norm = 1 / np.sqrt(np.sum(w * r**2 * spherical_jn(l, self.q * r)**2))
        self.slope = self.norm * self.q * spherical_jn(l, node, derivative=True)

    def radial(self, r):
        return self.norm * spherical_jn(self.l, self.q * r)

    def inner(self, m, rho, z):
        """Inner expression of the function, smooth across the sphere."""
        r = np.sqrt(rho**2 + z**2)
        return self.radial(r) * theta(self.l, m, z / r, rho / r)


def derivative(f, x, h=1e-3):
    return (8 * (f(x + h) - f(x - h)) - f(x + 2 * h) + f(x - 2 * h)) / (12 * h)


def volume(wi, wj, m, R):
    """Overlap and gradient kinetic element by quadrature over the common region."""
    lo, hi = max(-wi.a, R - wj.a), min(wi.a, R + wj.a)
    if hi <= lo:
        return 0.0, 0.0
    cut = np.clip((R**2 + wi.a**2 - wj.a**2) / (2 * R), lo, hi)
    S = T = 0.0
    for z0, z1 in ((lo, cut), (cut, hi)):
        if z1 - z0 < 1e-12:
            continue
        z, wz = gauss(z0, z1)
        top = np.sqrt(np.minimum(wi.a**2 - z**2, wj.a**2 - (z - R)**2))
        rho = 0.5 * top[:, None] * (GX[None, :] + 1)
        wt = 2 * np.pi * rho * wz[:, None] * 0.5 * top[:, None] * GW[None, :]
        Z = z[:, None] + 0 * rho
        fi, fj = wi.inner(m, rho, Z), wj.inner(m, rho, Z - R)
        di = derivative(lambda x: wi.inner(m, x, Z), rho)
        dj = derivative(lambda x: wj.inner(m, x, Z - R), rho)
        ei = derivative(lambda x: wi.inner(m, rho, x), Z)
        ej = derivative(lambda x: wj.inner(m, rho, x - R), Z)
        S += np.sum(wt * fi * fj)
        T += 0.5 * np.sum(wt * (di * dj + ei * ej + m**2 * fi * fj / rho**2))
    return S, T


def surface(own, other, m, d):
    """Surface term on the sphere of 'own'; d = z(own centre) - z(other centre)."""
    edge = np.clip((other.a**2 - d**2 - own.a**2) / (2 * d * own.a), -1, 1)
    mu, w = gauss(-1, edge) if d > 0 else gauss(edge, 1)
    s = np.sqrt(1 - mu**2)
    f = theta(own.l, m, mu, s) * other.inner(m, own.a * s, d + own.a * mu)
    return 0.5 * own.slope * own.a**2 * 2 * np.pi * np.sum(w * f)


# Edge slope from the normalised function against its closed form
for l in (0, 1, 2):
    for n in (1, 2, 3):
        w = Wave(l, n, 4.0)
        assert abs(w.slope - (-1)**n * w.q * np.sqrt(2 / w.a**3)) < 1e-11

# Distributional Laplacian against an off-centre Gaussian test function
p = Wave(1, 1, 5.0)
alpha, centre = 0.1, 3.0
r, wr = gauss(0, p.a)
mu, wm = gauss(-1, 1)
rr, mm = r[:, None], mu[None, :]
dist2 = rr**2 + centre**2 - 2 * rr * centre * mm
phi = np.exp(-alpha * dist2)
lap_phi = (4 * alpha**2 * dist2 - 6 * alpha) * phi
ang = theta(1, 0, mu, np.sqrt(1 - mu**2))
wt = 2 * np.pi * wr[:, None] * wm[None, :] * rr**2 * p.radial(rr) * ang[None, :]
weak_left = np.sum(wt * lap_phi)
weak_bulk = -p.q**2 * np.sum(wt * phi)
phi_edge = np.exp(-alpha * (p.a**2 + centre**2 - 2 * p.a * centre * mu))
weak_shell = -p.slope * p.a**2 * 2 * np.pi * np.sum(wm * ang * phi_edge)
assert abs(weak_left - weak_bulk - weak_shell) < 1e-10
assert abs(weak_shell) > 1e-2
print("Weak Laplacian, l=1 n=1 a=5 bohr, Gaussian exponent %.1f bohr^-2 at z=%.1f bohr"
      % (alpha, centre))
print("  int chi Lap(phi) = %.6f, bulk part = %.6f, shell part = %.6f (bohr^-1/2)"
      % (weak_left, weak_bulk, weak_shell))

# Concentric functions: common sphere gives no surface term, unequal spheres do
for wi, wj in ((Wave(1, 1, 5.0), Wave(1, 2, 5.0)), (Wave(1, 1, 5.0), Wave(1, 1, 5.0)),
               (Wave(1, 1, 5.0), Wave(1, 2, 3.0))):
    r, w = gauss(0, wj.a)
    fi, fj = wi.radial(r), wj.radial(r)
    grad = r**2 * derivative(wi.radial, r) * derivative(wj.radial, r) + 2 * fi * fj
    T_con, S_con = 0.5 * np.sum(w * grad), np.sum(w * r**2 * fi * fj)
    B_con = 0.5 * wj.slope * wj.a**2 * wi.radial(wj.a)
    assert abs(T_con - 0.5 * wj.q**2 * S_con - B_con) < 1e-9
    assert (abs(B_con) < 1e-12) == (wi.a == wj.a)
print("Concentric l=1 pair, a=5 n=1 and a=3 n=2: T = %.6f, q_j^2 S/2 = %.6f, B_j = %.6f hartree"
      % (T_con, 0.5 * wj.q**2 * S_con, B_con))

# Two-centre elements: partial overlap, full containment, equal wave numbers
cases = [((1, 1, 5.0), (0, 2, 4.0), 0, 3.5), ((2, 1, 5.0), (1, 2, 4.0), 1, 4.5),
         ((0, 1, 6.0), (2, 1, 3.0), 0, 2.0), ((1, 1, 5.0), (1, 1, 5.0), 1, 3.0)]
worst = 0.0
for number, (pi_, pj_, m, R) in enumerate(cases):
    wi, wj = Wave(*pi_), Wave(*pj_)
    S, T = volume(wi, wj, m, R)
    Bj, Bi = surface(wj, wi, m, R), surface(wi, wj, m, -R)
    errors = [T - 0.5 * wj.q**2 * S - Bj, T - 0.5 * wi.q**2 * S - Bi]
    if abs(wi.q - wj.q) > 1e-6:
        gap = wj.q**2 - wi.q**2
        errors += [S - 2 * (Bi - Bj) / gap, T - (wj.q**2 * Bi - wi.q**2 * Bj) / gap]
    worst = max(worst, max(abs(e) for e in errors))
    assert worst < 1e-8
    if number == 0:
        print("General pair: i l=1 m=0 n=1 a=%.1f bohr; j l=0 n=2 a=%.1f bohr; R=%.1f bohr"
              % (wi.a, wj.a, R))
        print("  q_i = %.6f, q_j = %.6f bohr^-1" % (wi.q, wj.q))
        print("  edge slopes g_i = %.6f, g_j = %.6f bohr^-5/2" % (wi.slope, wj.slope))
        print("  overlap S = %.6f (no unit)" % S)
        print("  uncorrected q_i^2 S/2 = %.6f, q_j^2 S/2 = %.6f hartree"
              % (0.5 * wi.q**2 * S, 0.5 * wj.q**2 * S))
        print("  surface terms B_i = %.6f, B_j = %.6f hartree" % (Bi, Bj))
        print("  T by gradient quadrature = %.6f hartree = %.4f eV" % (T, T * HARTREE_EV))
        print("  T from surface terms only = %.6f hartree"
              % ((wj.q**2 * Bi - wi.q**2 * Bj) / (wj.q**2 - wi.q**2)))
print("Largest mismatch over %d two-centre cases = %.1e (atomic units)" % (len(cases), worst))


def surface_ss(own, other, R):
    """Closed surface term for two s functions."""
    low, high = abs(R - own.a), min(other.a, R + own.a)
    if low >= other.a:
        return 0.0
    bracket = np.cos(other.q * low) - np.cos(other.q * high)
    return (-1)**own.n * own.q * bracket / (2 * R * other.q * np.sqrt(own.a * other.a))


for pi_, pj_, R in (((0, 1, 5.0), (0, 2, 4.0), 3.5), ((0, 1, 6.0), (0, 2, 2.0), 1.5)):
    wi, wj = Wave(*pi_), Wave(*pj_)
    assert abs(surface_ss(wj, wi, R) - surface(wj, wi, 0, R)) < 1e-10
    assert abs(surface_ss(wi, wj, R) - surface(wi, wj, 0, -R)) < 1e-10

# Two equal lowest s functions
s = Wave(0, 1, 5.0)
a, q = s.a, s.q


def S_equal(R):
    return ((1 - np.cos(q * R)) / (a * q**2) + (1 - R / (2 * a)) * np.sin(q * R) / q) / R


def T_equal(R):
    return q * (1 - R / (2 * a)) * np.sin(q * R) / (2 * R)


print("Equal s pair, n=1, a=%.1f bohr: q = %.6f bohr^-1, q^2/2 = %.6f hartree"
      % (a, q, q**2 / 2))
print("  R (bohr)   S (no unit)   q^2 S/2 (hartree)   B (hartree)   T (hartree)")
for R in (2.0, 4.0, 5.0, 6.0, 8.0):
    S, T = volume(s, s, 0, R)
    B = surface(s, s, 0, R)
    assert abs(S - S_equal(R)) < 1e-10 and abs(T - T_equal(R)) < 1e-9
    print("  %5.1f   %10.6f   %10.6f   %10.6f   %10.6f" % (R, S, q**2 * S / 2, B, T + 0.0))

# Translation identity T = -(1/2) Laplacian_R S, with S from volume quadrature
R, h = 6.0, 0.05
u = [(R + k * h) * volume(s, s, 0, R + k * h)[0] for k in (-2, -1, 0, 1, 2)]
second = (-u[0] + 16 * u[1] - 30 * u[2] + 16 * u[3] - u[4]) / (12 * h**2)
assert abs(-0.5 * second / R - T_equal(R)) < 1e-6

# Fourier road: closed radial transform, then the k^2 integral up to a finite cutoff


def transform(k):
    return s.slope * a**2 * spherical_jn(0, k * a) / (k**2 - q**2)


r, w = gauss(0, a)
for k in (0.3, 1.7, 4.0):
    assert abs(np.sum(w * r**2 * s.radial(r) * spherical_jn(0, k * r)) - transform(k)) < 1e-11
kmax = 200.0
edges = np.linspace(0, kmax, 2001)
x8, w8 = np.polynomial.legendre.leggauss(8)
half = 0.5 * (edges[1] - edges[0])
k = (0.5 * (edges[1:] + edges[:-1])[:, None] + half * x8[None, :]).ravel()
wk = np.tile(half * w8, len(edges) - 1)
T_fourier = np.sum(wk * k**4 * transform(k)**2 * spherical_jn(0, k * R)) / np.pi
assert abs(T_fourier - T_equal(R)) < 1e-7  # remaining error: tail beyond the cutoff
print("Fourier integral at R=%.1f bohr, cutoff %.0f bohr^-1: T = %.6f hartree"
      % (R, kmax, T_fourier))

# Two-function eigenvalue problem with and without the surface term
S, T = volume(s, s, 0, R)
overlap = np.array([[1, S], [S, 1]])
right = eigh(np.array([[q**2 / 2, T], [T, q**2 / 2]]), overlap, eigvals_only=True)
wrong = eigh(q**2 / 2 * overlap, overlap, eigvals_only=True)
bound = np.pi**2 / (2 * (a + R / 2)**2)  # ground level of a sphere enclosing both
assert bound < right[0] < q**2 / 2 < right[1]
print("Kinetic levels at R=%.1f bohr" % R)
print("  with surface term: %.6f and %.6f hartree" % tuple(right))
print("  same levels: %.4f and %.4f eV" % tuple(right * HARTREE_EV))
print("  without surface term: %.6f and %.6f hartree" % tuple(wrong))
print("  lower bound from the enclosing sphere of radius %.1f bohr: %.6f hartree"
      % (a + R / 2, bound))
print("done: every assertion held")
```

Output:

```
Weak Laplacian, l=1 n=1 a=5 bohr, Gaussian exponent 0.1 bohr^-2 at z=3.0 bohr
  int chi Lap(phi) = -1.968333, bulk part = -3.274380, shell part = 1.306047 (bohr^-1/2)
Concentric l=1 pair, a=5 n=1 and a=3 n=2: T = -0.100344, q_j^2 S/2 = -0.823876, B_j = 0.723532 hartree
General pair: i l=1 m=0 n=1 a=5.0 bohr; j l=0 n=2 a=4.0 bohr; R=3.5 bohr
  q_i = 0.898682, q_j = 1.570796 bohr^-1
  edge slopes g_i = -0.113675, g_j = 0.277680 bohr^-5/2
  overlap S = -0.011161 (no unit)
  uncorrected q_i^2 S/2 = -0.004507, q_j^2 S/2 = -0.013770 hartree
  surface terms B_i = 0.041632, B_j = 0.050894 hartree
  T by gradient quadrature = 0.037125 hartree = 1.0102 eV
  T from surface terms only = 0.037125 hartree
Largest mismatch over 4 two-centre cases = 3.4e-14 (atomic units)
Equal s pair, n=1, a=5.0 bohr: q = 0.628319 bohr^-1, q^2/2 = 0.197392 hartree
  R (bohr)   S (no unit)   q^2 S/2 (hartree)   B (hartree)   T (hartree)
    2.0     0.780489     0.154062    -0.034549     0.119513
    4.0     0.369438     0.072924    -0.045225     0.027699
    5.0     0.202642     0.040000    -0.040000    -0.000000
    6.0     0.090377     0.017840    -0.030150    -0.012311
    8.0     0.005916     0.001168    -0.008637    -0.007470
Fourier integral at R=6.0 bohr, cutoff 200 bohr^-1: T = -0.012311 hartree
Kinetic levels at R=6.0 bohr
  with surface term: 0.169741 and 0.230538 hartree
  same levels: 4.6189 and 6.2733 eV
  without surface term: 0.197392 and 0.197392 hartree
  lower bound from the enclosing sphere of radius 8.0 bohr: 0.077106 hartree
done: every assertion held
```
